Rough-wall scattering in a metal film: subband rate and classical collisions

An electron gas with a spherical band fills a film of area A between a smooth hard wall at z = 0 and a rough hard wall at z = d + h(r), where r is the in-plane position. The height has zero mean and white-noise correlations,

⟨h(r)h(r′)⟩ = W δ(r − r′),

so W has the dimension length⁴. White noise stands for roughness whose correlation length is short against 1/k_F, with k_F the Fermi momentum. A short cut-off is understood, and part (c) shows why it is needed. Rydberg units are used in the derivation: ħ = 2m = 1, so E = k², the velocity is 2k, and the time unit is ħ/Ry. Spin is conserved. All rates are to lowest order in W and refer to electrons at the Fermi energy.

**(a) Find the matrix element by which the rough wall couples two subband states.**

For h = 0 the states are

χ = φ_m(z) exp(iq·r)/√A, φ_m = √(2/d) sin(k_m z), k_m = mπ/d,

with energy E_χ = k_m² + q². A hard wall has no finite perturbing potential, so the coupling must come from the boundary condition. Let ψ obey i∂ψ/∂t = −∇²ψ in the rough film. Project this on χ over the flat region 0 < z < d and integrate by parts twice:

i d⟨χ|ψ⟩/dt = E_χ⟨χ|ψ⟩ − ∫d²r [χ*∂_zψ − ψ∂_zχ*] at z = d.

The side faces cancel by periodicity, and both functions vanish at z = 0. At z = d, χ* vanishes but ψ does not. The true condition ψ(r, d+h) = 0 gives, to first order,

ψ(r, d) = −h(r) ∂_zψ(r, d).

Where h < 0, ψ is continued smoothly to z = d. Therefore

i d⟨χ|ψ⟩/dt = E_χ⟨χ|ψ⟩ − ∫d²r h ∂_zχ* ∂_zψ.

This is the amplitude equation of time-dependent perturbation theory. Putting the initial state (n, k) into the last term gives

M = −φ_m′(d) φ_n′(d) h_Q/A, h_Q = ∫d²r h(r) exp(−iQ·r), Q = q − k.

For a uniform shift h and m = n, this is −2k_n²h/d, which is the change of n²π²/d² when d grows by h. The sign and factor are therefore right.

The slopes at the wall are φ_m′(d) = (−1)^m √(2/d) k_m. White noise gives

⟨|h_Q|²⟩ = ∫∫d²r d²r′ W δ(r−r′) exp[−iQ·(r−r′)] = WA,

and hence

⟨|M|²⟩ = 4k_n²k_m²W/(d²A).

The off-diagonal element was tested in a channel of width π whose wall is displaced by ε cos(Qx), with ε = 0.003. Two degenerate modes, from subbands 1 and 2, should split by 2|M| = ε(2/d)k₁k₂. Imposing ψ = 0 on the displaced wall gave this splitting to a relative difference of 7×10⁻⁷.

**(b) Sum the golden-rule rate over all final states. Does it also relax the in-plane current?**

For initial energy k_F²,

1/τ_n = 2π Σ_m Σ_q ⟨|M|²⟩ δ(k_F² − k_m² − q²).

The sum over q for one spin is

Σ_q δ(k_F² − k_m² − q²) = [A/(4π²)] π ∫d(q²) δ(k_F² − k_m² − q²) = A/(4π)

if k_m < k_F, and zero otherwise. With N the number of open subbands, the integer part of k_F d/π,

1/τ_n = 2π · [A/(4π)] · [4k_n²W/(d²A)] Σ_{m≤N} k_m²
= (2W k_n²/d²) Σ_{m≤N} k_m².

The area has cancelled. A direct sum over final states in a large periodic box, with a narrow Gaussian in place of the delta function and six open subbands, agreed to 3×10⁻⁹ in relative terms.

This is a rate for leaving a state. Current relaxation also contains scattering into the state. Here ⟨|M|²⟩ does not depend on the angle between k and q, while the current-carrying part of the distribution is odd in q. Its contribution to in-scattering therefore sums to zero, and for white noise 1/τ_n is also the relaxation rate of the in-plane current in subband n.

**(c) Now let the same wall bound a half-space. Find the probability P that an electron is reflected away from the specular direction.**

Take the metal at z > h(r). Turning the wall over changes the sign of h but not W. For a flat wall,

ψ₀ = exp(ik·r) [exp(−ik_z z) − exp(ik_z z)].

Expanding ψ(r, h) = 0 order by order gives

ψ₁(0) = −h ψ₀′(0) = 2ik_z h exp(ik·r),
ψ₂(0) = −h ψ₁′(0) − ½h²ψ₀″(0).

The last term vanishes because ψ₀″ = −k_z²ψ₀ = 0 at z = 0. The first-order wave consists of outgoing waves exp(ik′·r + ik_z′z), with k_z′ = √(k_F² − k′²) and amplitudes

B(k′) = 2ik_z h_Q/A, Q = k′ − k.

The probability is a ratio of normal fluxes, so it carries a factor k_z′/k_z:

(k_z′/k_z)|B|² = 4k_z k_z′|h_Q|²/A².

With ⟨|h_Q|²⟩ = WA and Σ_k′ → A∫d²k′/(2π)²,

P = 4k_zW ∫_{k′<k_F} d²k′/(2π)² k_z′
= 4k_zW · (1/2π) ∫₀^{k_F} dk′ k′√(k_F² − k′²)
= 4k_zW · k_F³/(6π)
= 2W k_z k_F³/(3π).

Flux conservation requires the specular beam to lose the same amount. Its correction is the specular component of −hψ₁′(0). Since ψ₁′ carries ik_z′, the two factors of i give a plus sign, and the mean amplitude is

r = −1 + 2k_z ∫d²k′/(2π)² S(Q) k_z′.

Here S(Q) = ⟨|h_Q|²⟩/A, equal to W for white noise. For propagating waves k_z′ is real, so |r|² = 1 − P to this order. This is the required balance.

For k′ > k_F the wave is evanescent, with k_z′ = iκ′. It changes the phase but not the flux:

r ≈ −(1 − P/2) exp(−2ik_zK), K = ∫_{k′>k_F} d²k′/(2π)² S(Q) κ′.

A flat wall at z = K has r = −exp(−2ik_zK), so the roughness displaces the mean wall by K into the metal. For strict white noise K diverges, since the integrand grows as k′² dk′. If instead ⟨h(r)h(0)⟩ = Δ² exp(−r²/L²), then W = πΔ²L² and S(Q) = W exp(−Q²L²/4). For k_F L ≪ 1 this gives

K ≈ (W/2π) ∫₀^∞ dq q² exp(−q²L²/4) = √π Δ²/L = W/(√π L³).

Thus L cannot be taken to zero at fixed W. Perturbation theory needs k_zΔ ≪ 1 and k_zK ≪ 1 as well as P ≪ 1. It also needs Δ ≪ L: the boundary expansion is applied to evanescent waves with κ′ of order 1/L, so each further order brings a factor hκ′ of order Δ/L.

A hard grating of height 0.01 cos(0.9x), hit at k_F = 1 with in-plane momentum 0.3, has one first-order wave propagating and the other evanescent. Numerical matching reproduced the propagating flux and the complex specular correction, each to about 4×10⁻⁵ in relative terms.

**(d) How is the film rate related to P, and how large is the difference at finite thickness?**

A classical electron in the film has normal speed v_z = 2k_n and meets the rough wall once per path 2d. Its collision frequency is

v_z/(2d) = k_n/d.

If each collision is diffuse with probability P(k_n), the classical loss rate is

(k_n/d) · 2W k_n k_F³/(3π) = 2W k_n² k_F³/(3πd).

In the film rate, many open subbands turn the sum into an integral with spacing π/d:

Σ_{m≤N} k_m² → (d/π) ∫₀^{k_F} dk k² = d k_F³/(3π).

Substitution into (b) gives

1/τ_n → (2W k_n²/d²) · d k_F³/(3π) = [v_z/(2d)] P(k_n),

so the two rates agree in the many-subband limit. Of the two factors k_n in the golden rule, one is the frequency of wall encounters and the other is the strength of each encounter.

At finite d the sum is N(N+1)(2N+1)π²/(6d²). With x = k_F d/π, the ratio of golden-rule to classical rate is

R = 3π Σk_m²/(d k_F³) = N(N+1)(2N+1)/(2x³).

It does not depend on n. Write x = N + f with 0 ≤ f < 1. Then

N(N+1)(2N+1)/2 = N³[1 + 3/(2N) + …],
1/x³ = N⁻³[1 − 3f/N + …],
R = 1 + 3(½ − f)/N + O(1/N²).

Just after a subband opens (f = 0) the golden-rule rate is high by 3/(2N); just before the next one opens it is low by the same amount. The mean over one step vanishes at order 1/N. For N = 400, a scan over one step gave a largest deviation of 0.00373, against 3/(2N) = 0.00375, and a mean of 1.6×10⁻⁶.

The agreement does not require the subbands to be blurred. The local level spacing is

(E_{n+1} − E_{n−1})/2 = 2k_nπ/d,

and the width 1/τ_n divided by it is RP/(2π). When P is small, the electron makes many coherent round trips before it is lost, and the small loss per trip still adds up to the classical rate.

**(e) Does the relation survive a finite correlation length and a wall of finite height?**

For a correlation length that is not short, replace W by S(Q). Let S̄ be its average over the angle between the initial and final in-plane momenta, at fixed energy. The film rate becomes

1/τ_n = (2k_n²/d²) Σ_m k_m² S̄ → (k_n/d) · (2k_n/π) ∫₀^{k_F} dk_z′ k_z′² S̄.

In the half-space, k′dk′ = k_z′dk_z′ in magnitude, so

P = 4k_z ∫d²k′/(2π)² k_z′ S = (2k_z/π) ∫₀^{k_F} dk_z′ k_z′² S̄.

The relation therefore survives for smooth S. White noise is needed for the closed form of P and for the absence of in-scattering found in (b), not for the equality of loss rates. For Gaussian roughness with k_F = 1, L = 2, d = 60.5π and n = 30, the film sum and the half-space integral agreed to 1×10⁻⁴. This thickness lies in the middle of a subband step, where the first-order difference of (d) vanishes; elsewhere in the step the difference reaches about 3%.

Next let the rough wall be a step of height U above the band bottom. A state is sin(kz) inside and decays outside with κ = √(U − k²). Matching gives k cot(kd) = −κ, hence

sin²(kd) = k²/U, sin(kd)cos(kd) = −kκ/U.

The norm integral is

d/2 − sin(kd)cos(kd)/(2k) + sin²(kd)/(2κ)
= d/2 + κ/(2U) + k²/(2κU) = ½(d + 1/κ),

because κ² + k² = U. Moving the wall outward by h lowers the potential by U over that distance. For κ|h| ≪ 1 the matrix element is thus −Uφ_nφ_m h_Q/A, with

Uφ(d)² = 2k²/(d + 1/κ).

The quantum condition is kd + arcsin(k/√U) = mπ. Its derivative gives a density of levels (d + 1/κ)/π, which cancels the same length in the final-state weights:

Σ_m Uφ_m² → ∫₀^{k_F} dk 2k²/π = 2k_F³/(3π).

The rate is therefore

1/τ_n = ½W · Uφ_n² · Σ_m Uφ_m² → [k_n/(d + 1/κ_n)] · 2W k_n k_F³/(3π).

The last factor is still the diffuse probability of the half-space. There an incident wave of unit amplitude has |ψ(0)|² = 4k_z²/U and brings flux 2k_z per area. In a normalization length D, the final states have φ² = 2k_z′²/(DU) and density D/π. The golden rule gives

P = [1/(2k_z)] · 2π · [1/(4π)] ∫₀^{k_F} dk_z′ (D/π) · U² (4k_z²/U)[2k_z′²/(DU)] W = 2W k_z k_F³/(3π).

Both U and D drop out. Penetration lengthens the round trip from 2d to 2(d + 1/κ) and leaves the form of P unchanged. With k_F = 1, U = 1.96, 40 open subbands and n = 20, this agreed with the subband sum to 1.5×10⁻⁴ at a thickness chosen in the middle of a subband step. Elsewhere in the step the difference reaches about 4%.

**(f) Evaluate both rates for a 5 nm film in the range of a titanium nitride liner, and judge the result.**

Take a free-electron sphere with mass m_e and density 5×10²² cm⁻³, a work function of 4.5 eV and a room-temperature resistivity of 20 μΩ cm. These are rough values for good bulk TiN; liners a few nanometres thick are usually more resistive, which at the same density and mass means a bulk scattering rate higher than the one found below. The roughness, Δ = 0.03 nm and L = 0.10 nm, is chosen to keep P and k_zK small. Then

k_F = (3π² · 50 nm⁻³)^{1/3} = 11.4 nm⁻¹, E_F = 4.95 eV,
W = π(0.03 nm)²(0.10 nm)² = 2.83×10⁻⁵ nm⁴.

Subband 9 has k_z = 9π/(5 nm) = 5.65 nm⁻¹, about half of k_F, and v_z = 0.655 nm/fs. Hence

v_z/(2d) = 0.655/(2 × 5) fs⁻¹ = 65.5 ps⁻¹,
P = 2 × 2.83×10⁻⁵ × 5.65 × 11.4³/(3π) = 0.050,
classical rate = 65.5 × 0.0502 = 3.29 ps⁻¹.

Here x = 18.14, so N = 18 and

R = 18 × 19 × 37/(2 × 18.14³) = 1.060.

The golden-rule rate is 3.49 ps⁻¹, or 1.69×10⁻⁴ Ry/ħ, a lifetime of 287 fs. At fixed k_F, R is 0.998 at 20 nm and 1.003 at 80 nm. The 20 nm film is closer to 1 because its x lies near the middle of a step, where the first-order term of (d) changes sign; the envelope 3/(2N) falls steadily, from 0.083 at 5 nm to 0.021 and 0.005.

Several assumptions move these numbers, taken here one at a time:

- Since k_F L = 1.14, the roughness is not truly white. The Gaussian spectrum gives P = 0.036, or 0.71 of the white-noise value.
- The evanescent wall displacement is 0.014 nm and the reflection phase 0.16 rad, small but not negligible.
- The ratio Δ/L is 0.3, which is not very small. Higher orders change P by a relative amount of order (Δ/L)² ≈ 0.1 times a coefficient not computed here, so the wall rates are estimates; their further digits serve only to compare the two formulas.
- For the finite barrier, with penetration length 0.068 nm, the formula of (e) gives a golden-rule rate 8% lower at fixed subband number and k_F. About half of this comes from the shifted position within a subband step. The formula needs κΔ ≪ 1, however, and here κΔ = 0.44, so neither the size nor the sign of the change is established.
- Holding the film's density fixed raises k_F to 11.56 nm⁻¹. N stays at 18 while the classical rate grows, and R falls to 1.017.
- At 300 K, with subband and chemical potential fixed, the golden-rule rate changes by less than 1%.
- A mass of 2m_e at the same k_F halves the rate, to 1.74 ps⁻¹; P contains no mass.

Bulk scattering is the more serious matter. The assumed resistivity implies a bulk rate of 282 ps⁻¹, about 80 times the wall rate and four times the collision frequency. An electron in this subband usually scatters in the bulk before completing a round trip. The bulk level width, 0.185 eV, is comparable with the subband spacing of 0.271 eV. It also exceeds the distance from E_F down to the edge of subband 18, E_F[1 − (18/18.14)²] ≈ 0.08 eV, so the 6% excess in R should not be expected as a sharp feature. In such a film P remains useful as a boundary condition for a transport calculation that resolves position across the film. With the Gaussian spectrum, the electrons scattered out of this subband's specular beam keep on average about 12% of their in-plane momentum, so P slightly overstates the loss of current. Simply adding 1/τ_n to the bulk rate is not justified by this derivation.

Real TiN liners are a few nanometres thick, so the thickness is representative. Two impenetrable walls are not: a liner usually lies between a dielectric and a metal fill, and electrons can cross into the metal. Nor is the spherical Fermi surface: the states of TiN at the Fermi level have strong d character, and this error has not been sized here. The chosen roughness is much lower and shorter in range than that of a typical deposited film, whose height variations are roughly a few tenths of a nanometre or more and extend over nanometres. For Δ = 0.2 nm and L = 1.0 nm the lowest-order formula gives P = 4.4, which is impossible for a probability. There the perturbative result must be abandoned. What remains in the classical picture is P ≤ 1, which limits the loss at this one wall to the collision frequency, 65 ps⁻¹ for this subband. The roughness assumption alone can thus move the rate of loss from the specular beam from about 3 ps⁻¹ up to as much as 20 times that value. The loss of current grows much less. With k_F L ≈ 11 the momentum transfer is of order 2/L = 2 nm⁻¹, small against the in-plane momentum of about 10 nm⁻¹. In the lowest-order angular distribution the scattered electrons keep about 90% of their in-plane momentum. For such long-range roughness P by itself greatly overstates the loss of current, and the angular distribution of the scattered electrons must be kept. The full set of values is in the numerical output below.

Values computed for the example and the checks

```
TESTS (relative errors)
mode splitting: -6.8e-07
explicit final-state sum: -2.6e-09
grating side flux: -4e-05
grating specular amplitude: 4.1e-05
finite-range equality: -9.6e-05
soft-wall equality: -0.00015
largest deviation, N=400: 0.00373
mean deviation, N=400: 1.6e-06
INPUTS
thickness: 5 nm
electron density: 5e+22 cm^-3
rms height: 0.03 nm
correlation length: 0.1 nm
subband followed: 9
work function: 4.5 eV
temperature: 300 K
bulk resistivity: 20 uOhm cm
RESULTS
Fermi momentum: 11.4 nm^-1
Fermi energy: 4.949 eV
k_F d/pi: 18.14
open subbands: 18
W: 2.827e-05 nm^4
k_z: 5.655 nm^-1
v_z: 0.6547 nm/fs
wall-collision frequency: 65.47 ps^-1
diffuse probability P: 0.05023
classical rate: 3.288 ps^-1
golden-rule rate: 3.486 ps^-1
golden-rule rate: 0.0001686 Ry/hbar
golden-rule lifetime: 286.9 fs
level width / spacing: 0.008475
P/(2 pi): 0.007994
5 nm: golden/classical 1.0601, 3/(2N) 0.0833
20 nm: golden/classical 0.9976, 3/(2N) 0.0208
80 nm: golden/classical 1.0028, 3/(2N) 0.0052
NEGLECTED EFFECTS
k_F times correlation length: 1.14
P with finite correlation length: 0.03571
finite-range P / white P: 0.7109
evanescent wall displacement: 0.0138 nm
its reflection phase: 0.156 rad
barrier penetration length: 0.0679 nm
soft-wall rate / hard-wall rate: 0.9216
k_F at fixed film density: 11.56 nm^-1
golden/classical at that k_F: 1.017
thermal rate / cold rate: 0.9922
bulk scattering rate: 281.8 ps^-1
bulk level width: 0.185 eV
subband spacing at n: 0.271 eV
rate for mass 2 m_e: 1.743 ps^-1
Born P, rms 0.2 nm, length 1.0 nm: 4.37
```
